# Why classical transition-state theory bounds the true classical rate from above

## What dimensions allow

Let a gas molecule react at a surface by crossing a barrier. Describe the motion by two mass-scaled coordinates $\mathbf r=(x,y)$ with common mass $m$, so that $m\ddot{\mathbf r}=-\nabla V$. Measured in the time $\tau=t/\sqrt m$, the equation becomes $d^2\mathbf r/d\tau^2=-\nabla V$, and the Boltzmann weight becomes $e^{-\beta(|d\mathbf r/d\tau|^2/2+V)}$, with $\beta=1/k_BT$. The mass has vanished from both. The classical reaction probability per collision, $R$, is therefore a pure number independent of $m$.

Transition-state theory replaces the dynamics by a count on a dividing line $S$ between reactants and products. The positions on the line enter through $\int_S dl\,e^{-\beta V}$, which is a length. The entrance channel, a harmonic valley with force constant $K$, supplies the length to divide by:

$$R_S=C\,\frac{\int_S dl\,e^{-\beta V}}{\int dy\,e^{-\beta Ky^2/2}},\qquad C\ \text{a pure number}.$$

The value of $C$ takes an integral. That $R_S\ge R$ takes a count of crossings.

## The one-way flux

Let $f(\mathbf r)$ be the signed distance from $S$, negative on the reactant side A and positive on the product side B. The equilibrium flux through $S$ in the forward direction is

$$F_+(S)=\int d\Gamma\;e^{-\beta H}\,\delta(f)\,\dot f\,\theta(\dot f),$$

where $d\Gamma=dx\,dy\,dp_x\,dp_y$ and $\theta$ is the unit step. On $S$, split the momentum into a normal part $p_n=m\dot f$ and a tangential part $p_t$. Then

$$\int_0^\infty\frac{p_n}{m}e^{-\beta p_n^2/2m}dp_n=\frac1\beta,\qquad \int_{-\infty}^{\infty}e^{-\beta p_t^2/2m}dp_t=\sqrt{\frac{2\pi m}{\beta}},$$

$$F_+(S)=\frac1\beta\sqrt{\frac{2\pi m}{\beta}}\int_S dl\,e^{-\beta V}.$$

The flux of reactants arriving from the gas has the same momentum factor, with the line laid across the entrance channel, where $V$ is taken as zero at the valley floor:

$$\Phi_{\rm in}=\frac1\beta\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta K}}.$$

In the ratio the momentum factors cancel, so $C=1$ and

$$R_S=\frac{F_+(S)}{\Phi_{\rm in}}=\sqrt{\frac{\beta K}{2\pi}}\int_S dl\,e^{-\beta V}.\tag{1}$$

## Counting the same flux by trajectories

Group the trajectories into thin tubes, labelled by where they enter from far away. Phase-space flow is incompressible (Liouville's theorem), and $e^{-\beta H}$ is constant along a trajectory because $H$ is conserved. A tube therefore carries the same flux $d\phi$ through every surface it pierces, each time it does so. If it crosses $S$ forward $n_+$ times, it contributes $n_+\,d\phi$ to $F_+$.

Let $n_-$ be the number of backward crossings. Each crossing changes the side, so the difference is fixed by the ends alone:

$$n_+-n_-=\begin{cases}+1 & \text{A}\to\text{B}\\ \;\;\,0 & \text{A}\to\text{A},\ \text{B}\to\text{B}\\ -1 & \text{B}\to\text{A}.\end{cases}$$

The true reactive flux counts each A→B tube once: $F_{\rm true}=\int_{AB}d\phi$. Subtracting it from $F_+=\int n_+d\phi$ gives

$$F_+(S)-F_{\rm true}=\int_{AB}(n_+-1)\,d\phi+\int_{AA}n_+d\phi+\int_{BB}n_+d\phi+\int_{BA}n_+d\phi.\tag{2}$$

An A→B path has $n_+\ge1$, and $n_+\ge0$ for the rest. No term is negative, so $F_+(S)\ge F_{\rm true}$. Trajectories trapped near the barrier for all time, if there are any, have no far end and are missing from (2), but they too can only add to $F_+$.

Recrossing thus raises the one-way flux and leaves the net count of each path untouched. The true rate does not know where $S$ was drawn, whereas $F_+$ does. Every separating line gives an upper bound on the same number, so the smallest bound is the closest:

$$R\le\min_S R_S .$$

Three conditions were used.

- The motion is classical and on one potential surface.
- The incoming reactants are Boltzmann distributed. The products need not be present: filling B with an equilibrium population adds the last two terms of (2) to the estimate and leaves $F_{\rm true}$ as it was.
- Every reactive path crosses $S$, and the normalisation $\Phi_{\rm in}$ stays fixed while $S$ moves. For reactants held in a well, the corresponding fixed quantity is the reactant population.

Time reversal ties two of the terms together. Run backwards, an A→B path with $n_+$ forward and $n_+-1$ backward crossings becomes a B→A path with $n_+-1$ forward crossings and the same weight. The first and last terms of (2) are therefore equal.

## A bent channel

Take a model of an activated ligand exchange:

$$V=V_0(x)+\tfrac12K(y-d\,t)^2,\quad V_0=A(1-t^2)-\tfrac12Q(1+t),\quad t=\tanh(x/a).$$

The gas is at $x\to-\infty$ and the products at $x\to+\infty$, lower by $Q$. The valley shifts sideways by $2d$ as the system passes the barrier. The parameters are round: $Q=0.40$ eV, $a=0.40$ Å, $d=0.60$ Å, $T=500$ K ($k_BT=0.04309$ eV), scaling mass 1 u, and a vibrational quantum of 0.10 eV, which makes $K=2.392$ eV/Å². The value $A=0.4791$ eV sets the barrier to 0.30 eV, as follows.

At a stationary point $\partial V/\partial y=0$ gives $y=d\,t$. What is left of $\partial V/\partial x$ is $V_0'$, which vanishes when $-2At-Q/2=0$. Hence $t_\ddagger=-Q/4A=-0.2087$, which places the saddle at $x=-0.085$ Å, $y=-0.125$ Å, with height

$$V_\ddagger=A-\frac Q2+\frac{Q^2}{16A}=\frac{(A-Q/4)^2}{A}=\frac{0.3791^2}{0.4791}=0.30\ \text{eV}.$$

For the curvatures, let $g=(d/a)(1-t_\ddagger^2)=1.435$ be the slope of the valley at the saddle. Since $dV_0/dt=0$ there, $V_0''=-2A(1-t_\ddagger^2)^2/a^2=-5.48$ eV/Å². The second derivatives, in eV/Å², are

$$V_{xx}=V_0''+Kg^2=-0.555,\quad V_{xy}=-Kg=-3.432,\quad V_{yy}=K=2.392 .$$

The eigenvalues are $\lambda_u=-2.816$ and $\lambda_s=4.654$ eV/Å². The unstable direction makes an angle $\theta_u=33.4^\circ$ with the $x$ axis.

## The bound from a vertical line

On a line $x=\text{const}$ the integral over $y$ is Gaussian with the entrance-channel force constant, so (1) reduces to $R_S=e^{-\beta V_0(x)}$. Through the saddle this is $e^{-0.30/0.04309}=9.47\times10^{-4}$.

To itemise the excess, 65,536 trajectories were started from each side at $|x|=2$ Å. Their energies, vibrational shares and phases were drawn from the equilibrium flux, leaving out energies too low to reach any of the lines studied. They were integrated step by step, and their crossings were counted. In units of $10^{-4}$ per collision:

- true reactive flux: 6.84
- A→B, extra forward crossings: 0.33
- A→A: 1.15
- B→B: 0.98
- B→A: 0.36

The sum, taken before rounding, is 9.67, against 9.47 from the integral; the 2% difference is relative to the integral and reflects the sampling error of the sum. The smallest terms rest on few paths, and their relative errors are much larger. The first and last excess terms should be equal. Here they agree to about 10%, but both are high: starts drawn on the line itself and followed forward and backward in time give about 0.27 for each, so these two terms carry most of the 2%.

The weights are instructive. The excess is $9.67-6.84=2.83$ by the count and $9.47-6.84=2.63$ by the integral. The paths that return to their own side supply $1.15+0.98=2.13$ of it, which is between 75% and 81%. Extra crossings by reactive paths supply only about a tenth; they are rare, so their share is the less certain one. At this line most of the overestimate comes from paths that cross and never react, or that come from the products and go back to them. No sampled path crossed forward more than three times.

## The cost of a misplaced line

Move the vertical line 0.15 Å towards the reactants. The bound rises to $2.93\times10^{-3}$, which by $R_S=e^{-\beta V_0}$ corresponds to $V_0=0.251$ eV on the line. The excess is now almost entirely A→A, at $22.5\times10^{-4}$. These molecules climb past the line, fail at the barrier and fall back. The A→B and B→A terms rest on a handful of paths and are each between $0.01$ and $0.02\times10^{-4}$, and no B→B path that crossed the line was found in the sample.

The true rate can be recovered from any of these lines. Weight every crossing of $S$ by its sign and keep those whose future ends in B. An A→B path then contributes $+1$ and a B→B path 0, so the sum is $F_{\rm true}$. Forward and backward crossings carry equal total weight, because $e^{-\beta H}$ is unchanged by $\mathbf p\to-\mathbf p$. Hence

$$R=\kappa_SR_S,\qquad \kappa_S=P(\text{B}\,|\,\text{forward start})-P(\text{B}\,|\,\text{backward start}),$$

with starting points drawn from the flux through $S$. With 16,384 starts in each direction, the saddle line gives $\kappa_S=0.720$ and $R=6.81\times10^{-4}$, and the misplaced line gives $\kappa_S=0.230$ and $R=6.75\times10^{-4}$. The bounds differ by a factor of 3.1, while the rates agree within 1%.

## What the minimisation does

Describe a straight line by its offset $s$ from the saddle and the angle $\theta$ of its normal: $\mathbf r=\mathbf r_\ddagger+s\,\mathbf n+l\,\mathbf e$, with $\mathbf n=(\cos\theta,\sin\theta)$ and $\mathbf e=(-\sin\theta,\cos\theta)$. Because $\partial\mathbf r/\partial s=\mathbf n$,

$$\frac{\partial}{\partial s}\int dl\,e^{-\beta V}=-\beta\int dl\,(\mathbf n\cdot\nabla V)\,e^{-\beta V}.$$

For the angle, $d\mathbf n/d\theta=\mathbf e$ and $d\mathbf e/d\theta=-\mathbf n$, so $\partial\mathbf r/\partial\theta=s\,\mathbf e-l\,\mathbf n$. The part along $\mathbf e$ slides points along the line and integrates to zero, since $e^{-\beta V}$ vanishes at both ends. What remains is

$$\frac{\partial}{\partial\theta}\int dl\,e^{-\beta V}=\beta\int dl\;l\,(\mathbf n\cdot\nabla V)\,e^{-\beta V}.$$

At the best line, therefore, the thermal mean of the normal force vanishes, and so does the mean of its torque. The line balances on the barrier in position and in tilt.

Near the saddle these conditions can be solved. Let $\alpha=\theta-\theta_u$. For $s=0$ the curvature of $V$ along the line is $\lambda_s\cos^2\alpha+\lambda_u\sin^2\alpha$, and the Gaussian integral gives

$$R_S\simeq e^{-\beta V_\ddagger}\sqrt{\frac{K}{\lambda_s\cos^2\alpha+\lambda_u\sin^2\alpha}} .$$

This is smallest at $\alpha=0$, with the line perpendicular to the unstable mode. With $\alpha=0$ and a finite offset, the lowest potential on the line is $V_\ddagger+\tfrac12\lambda_us^2$, which lies below $V_\ddagger$, and the bound grows:

$$R_S\simeq e^{-\beta V_\ddagger}\sqrt{K/\lambda_s}\;e^{\beta|\lambda_u|s^2/2}.\tag{3}$$

The same harmonic picture shows why recrossing stops. Along the unstable mode $m\ddot q=|\lambda_u|q$, so a path that passes $q=0$ with velocity $v>0$ follows $q=(v/\Omega)\sinh\Omega t$, with $\Omega=\sqrt{|\lambda_u|/m}$, and does not return. On a tilted line, $f$ also contains the stable coordinate. Its oscillation can carry a path across $S$ and back while $q$ never changes sign.

A numerical minimisation of the full integral (1) over $s$ and $\theta$ gives $s=0.003$ Å, $\theta=32.7^\circ$ and

$$R_S=6.82\times10^{-4}.$$

Placing the line 0.10 Å from the saddle at the same angle raises the bound to $9.44\times10^{-4}$ on the reactant side and $9.46\times10^{-4}$ on the product side. Equation (3) predicts a factor $e^{2.816\times0.01/(2\times0.04309)}=1.39$, and $1.39\times6.82=9.5$. Turning the line about the saddle gives 7.11, 6.91 and 8.43 (in $10^{-4}$) at 20°, 40° and 60°.

None of the trajectories sent in from the two sides recrossed the best line. Their count gives $6.84\times10^{-4}$, and starts on the line give $\kappa_S=1.000$ to three decimals, so recrossing is very rare here, though not strictly absent. The count lies 0.4% above the bound, which is sampling error and no violation. For this model at 500 K the bound is tight to the precision of the sampling. A straight line need not do so well elsewhere: where recrossing survives, the minimum over straight lines is still a bound, and a curved line may lower it.

## Two limits

**Cold.** As $T\to0$ the thermal region shrinks onto the saddle and the harmonic result becomes accurate. At 50 K the minimised bound is $0.7173\,e^{-\beta V_\ddagger}$, against $\sqrt{K/\lambda_s}=0.7170$. At 500 K the harmonic formula gives $6.79\times10^{-4}$, which is 0.5% below the minimised integral. The inequality protects the integral (1) and not an approximation to it, so a harmonic estimate can fall below the true rate, as it does here.

**Straight.** For $d=0$ the motions in $x$ and $y$ separate. A path moving forward at the top of $V_0$ has more energy in $x$ than the barrier height and cannot turn back. The vertical line through the saddle is then crossed once by each reactive path and by no A→A or B→B path, and $R=e^{-\beta V_\ddagger}$ holds as an equality. With the barrier along $x$ and the temperature held fixed, the bend is what takes the true probability from $9.47\times10^{-4}$ down to $6.8\times10^{-4}$.

## Where a real rate can exceed the bound

**Population.** If the reactants are not in equilibrium at $T$, the weight on $S$ is not $e^{-\beta H}$ and (2) no longer refers to their flux. A beam with 0.60 eV of translational energy and thermal vibration reacts in this model with probability 0.68 to 0.69 per collision, a thousand times the thermal bound.

**Quantum motion.** The proof needs definite trajectories, and tunnelling paths are absent from its count. The quantum counterpart is

$$R_q=\frac{\beta}{q_v}\int dE\,N(E)\,e^{-\beta E},\qquad q_v=\frac{1}{2\sinh(\beta\omega/2)},$$

where $N(E)$ sums the reaction probabilities over all open entrance channels, $\omega=\sqrt{K/m}$ and $\hbar=1$. The denominator is the same integral with every incoming channel counted once.

In the straight channel $N(E)=\sum_nP(E-\varepsilon_n)$, where $P$ is the transmission through $V_0$ and $\varepsilon_n$ are the vibrational levels. The factor $q_v$ cancels, and the rate is multiplied by $\beta\int dE\,P(E)\,e^{-\beta(E-V_\ddagger)}$. With the known Eckart transmission for $P$ this equals 1.74 at 500 K, so quantum motion along $x$ (tunnelling, less the reflection above the barrier) lifts the rate 74% above a classical bound that is itself exact.

In the bent channel $N(E)$ was computed on a grid with absorbing ends. The same method with $d=0$ gives $N=1.747$ at 0.47 eV, where the Eckart formula gives 1.746. The result is $R_q=7.65\times10^{-4}$ at 500 K, to within about 0.3% for the grid and the energy range, 12% above the best classical bound. At 350 K it is $4.55\times10^{-5}$ against a bound of $3.445\times10^{-5}$, an excess of 32%.

The gain is smaller than in the straight channel partly because the stable vibration stiffens at the saddle, from 0.10 to $0.10\sqrt{4.654/2.392}=0.139$ eV. For an oscillator the ratio of quantum to classical partition functions is $(u/2)/\sinh(u/2)$, with $u=\beta\omega$. It is 0.67 at the saddle and 0.81 in the gas, a net factor of 0.83. In this harmonic, separable reading, motion along the unstable mode must supply the remaining $1.12/0.83=1.35$.

## The size of these effects in a deposition step

The temperature, and a pressure of 0.1 Torr, lie in the rough regime of thermal atomic layer deposition of oxides. For a precursor of mass $M=70$ u and a site area $\sigma=20$ Å², the collision rate per site is $p\sigma/\sqrt{2\pi Mk_BT}=3.76\times10^4$ s⁻¹. Multiplied by $R=6.84\times10^{-4}$, this gives 25.7 reactions per second and a characteristic exposure of 39 ms. The vertical saddle line would give 35.5 s⁻¹, or 28 ms, an exposure that is too short. At fixed pressure and temperature, then, an upper bound on the classical rate is a lower bound on the classical time; tunnelling can make the real time shorter.

The recrossing correction (28% of the saddle-line value) and the quantum correction (12%) are both smaller than the effect of an uncertain barrier: 0.05 eV changes the Boltzmann factor by 3.2, and the best bound of this model, whose prefactor shifts with the barrier, by 3.1. Local pressure matters as much. If depletion in a narrow trench lowers it tenfold, the time becomes 390 ms. The model also gives the approach coordinate the mass and length scale of a hydrogen transfer, which a heavy precursor does not have, and it omits the precursor's rotation, surface vibrations and a physisorbed state, so the times above show a scale and do not predict a real process. If these motions are treated classically and in equilibrium with the gas, (2) still holds with the extra coordinates included, though the value of the bound can change with them. A well in front of the barrier does not alter $\int_Se^{-\beta V}$ if it leaves the potential all along $S$, measured from the gas, unchanged; an unchanged saddle energy alone is not enough. The bound per site then stands as long as few sites are occupied. This argument fixes the bound and not the true rate beneath it.
